# Why the gauge term cancels little Gaunt energy in closed-shell atoms: a numerical check

```python
"""Gauge part of the Breit interaction in closed-shell atoms.

Result under test: for orbitals a, b of one Dirac Hamiltonian with a local
potential, the exchange energy of the gauge operator
    R = (k/2) [alpha1.alpha2/r12 - (alpha1.r12)(alpha2.r12)/r12^3]
equals k (e_a - e_b)^2 <ab|r12|ba> / (2 hbar^2 c^2), k = e^2/(4 pi eps0),
so it vanishes for equal orbital energies e_a = e_b.
The Gaunt operator is -k alpha1.alpha2/r12.
Orbitals: psi = (P chi_kappa, i Q chi_-kappa)/r. Internal units: hartree
atomic units, with C the speed of light. Energies exclude the rest energy.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
from types import SimpleNamespace

import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import gamma, lpmv
from pyscf import dft, gto

C = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_PM = const.physical_constants["Bohr radius"][0] * 1e12

# Logarithmic radial grid and even-tempered Gaussian exponents.
STEP = 0.05
X = np.arange(-16.0, 4.1, STEP)
R = np.exp(X)
R_PAIR = R[::2]
W_PAIR = R_PAIR * 2 * STEP
EXPONENTS = 0.02 * 2.2 ** np.arange(28)

# Two-electron quadrature: r2 = T*r1 with T < 1, r12 = SEP*r1, and COS the
# cosine of the angle between the two position vectors.
_v, _wv = leggauss(48)
_v = 0.5 * (_v + 1)
T, W_T = _v**3, 1.5 * _v**2 * _wv
_y, _wy = leggauss(40)
_low = np.log1p(-T)[:, None]
_half = 0.5 * (np.log1p(T)[:, None] - _low)
SEP = np.exp(_low + _half * (_y + 1))
_t = T[:, None]
COS = np.clip((1 + _t**2 - SEP**2) / (2 * _t), -1, 1)
W_COS = SEP**2 / _t * _half * _wy
DIRECTION = np.array([-_t * np.sqrt(1 - COS**2), 0 * COS,
                      0.5 * (1 - _t**2 + SEP**2)]) / SEP
POLE = np.array(1.0)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def basis(kappa, r):
    """Gaussian large components and kinetically balanced small ones."""
    l = orbital_l(kappa)
    r = r[..., None]
    norm = np.sqrt(2 * (2 * EXPONENTS) ** (l + 1.5) / gamma(l + 1.5))
    g = norm * np.exp(-EXPONENTS * r**2)
    small = g * ((l + 1 + kappa) * r**l - 2 * EXPONENTS * r ** (l + 2))
    return g * r ** (l + 1), small / np.sqrt((2 * l + 3) * EXPONENTS)


@lru_cache(maxsize=None)
def outer_basis(kappa):
    return basis(kappa, R)


@lru_cache(maxsize=None)
def inner_basis(kappa):
    return basis(kappa, R_PAIR[:, None] * T)


def solve_channel(kappa, potential):
    large, small = outer_basis(kappa)
    w = R * STEP
    n = len(EXPONENTS)
    s_large = large.T @ (large * w[:, None])
    s_small = small.T @ (small * w[:, None])
    scale = np.sqrt((2 * orbital_l(kappa) + 3) * EXPONENTS)
    coupling = C * s_small * scale[None, :]
    v_large = large.T @ (large * (w * potential)[:, None])
    v_small = small.T @ (small * (w * (potential - 2 * C**2))[:, None])
    h = np.block([[v_large, coupling.T], [coupling, v_small]])
    zero = np.zeros((n, n))
    s = np.block([[s_large, zero], [zero, s_small]])
    energy, vectors = eigh(h, s)
    return energy[n:], vectors[:, n:]


def solve_orbitals(shells, potential):
    channels = {k: solve_channel(k, potential) for k in {s[1] for s in shells}}
    n = len(EXPONENTS)
    result = []
    for name, kappa, index in shells:
        energy, vectors = channels[kappa]
        large, small = outer_basis(kappa)
        c = vectors[:, index]
        result.append(SimpleNamespace(
            name=name, kappa=kappa, energy=energy[index], coef=c,
            P=large @ c[:n], Q=small @ c[n:]))
    return result


def add_pair_grids(orbitals):
    n = len(EXPONENTS)
    for o in orbitals:
        large, small = inner_basis(o.kappa)
        o.outer = (o.P[::2], o.Q[::2])
        o.inner = (large @ o.coef[:n], small @ o.coef[n:])
    return orbitals


def coulomb_potential(radial_density):
    inside = CubicSpline(X, radial_density * R).antiderivative()(X)
    outside = CubicSpline(X, radial_density).antiderivative()(X)
    return inside / R + outside[-1] - outside


def self_consistent_atom(charge, shells):
    """Dirac orbitals in the Hartree plus local-density exchange potential."""
    screening = (charge - 1) * (1 - np.exp(-R * charge ** (1 / 3))) / R
    for _ in range(300):
        orbitals = solve_orbitals(shells, screening - charge / R)
        density = sum(2 * abs(o.kappa) * (o.P**2 + o.Q**2) for o in orbitals)
        new = coulomb_potential(density) - np.cbrt(
            3 * density / (4 * pi**2 * R**2))
        if np.sum(density * abs(new - screening) * R) * STEP < 1e-5:
            return add_pair_grids(orbitals)
        screening = screening + 0.35 * (new - screening)
    raise AssertionError("self-consistent field did not converge")


def harmonic(l, m, u):
    """Spherical harmonic at azimuth zero."""
    if abs(m) > l:
        return 0.0 * u
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    return (-1) ** (k if m < 0 else 0) * norm * lpmv(k, l, u)


def spinor(kappa, m, u):
    l = orbital_l(kappa)
    up = sqrt((l + m + 0.5) / (2 * l + 1))
    down = sqrt((l - m + 0.5) / (2 * l + 1))
    if kappa > 0:
        up, down = -down, up
    return np.array([up * harmonic(l, round(m - 0.5), u),
                     down * harmonic(l, round(m + 0.5), u)])


def current(ka, ma, kb, mb, u):
    """Angular vectors multiplying Pa*Qb and Qa*Pb in psi_a^+ alpha psi_b."""
    rule = "s...,ist,t...->i..."
    first = np.einsum(rule, spinor(ka, ma, u), PAULI, spinor(-kb, mb, u))
    second = np.einsum(rule, spinor(-ka, ma, u), PAULI, spinor(kb, mb, u))
    return np.array([1j * first, -1j * second])


def projections(kappa):
    j = abs(kappa) - 0.5
    return np.arange(-j, j + 0.5)


@lru_cache(maxsize=None)
def angular_kernels(ka, kb):
    """Angle integrals, summed over m, with electron 1 on the z axis."""
    gaunt = np.zeros((2, 2, len(T)))
    gauge = np.zeros((2, 2, len(T)))
    distance = np.zeros(len(T))
    for ma in projections(ka):
        for mb in projections(kb):
            j1 = current(ka, ma, kb, mb, POLE)
            j2 = current(ka, ma, kb, mb, COS).conj()
            dot = np.einsum("pi,qitk->pqtk", j1, j2)
            along1 = np.einsum("pi,itk->ptk", j1, DIRECTION)
            along2 = np.einsum("itk,qitk->qtk", DIRECTION, j2)
            along = along1[:, None] * along2[None]
            gaunt += (dot * W_COS / SEP).sum(-1).real
            gauge += (0.5 * (dot - along) * W_COS / SEP).sum(-1).real
            d1 = (spinor(ka, ma, POLE) * spinor(kb, mb, POLE)).sum(0)
            d2 = (spinor(ka, ma, COS) * spinor(kb, mb, COS)).sum(0)
            distance += (d1 * d2 * SEP * W_COS).sum(-1)
    return gaunt, gauge, distance


def pair_terms(a, b):
    """Gaunt energy, gauge energy, and summed exchange integral of r12."""
    k_gaunt, k_gauge, k_distance = angular_kernels(a.kappa, b.kappa)
    (pa, qa), (pb, qb) = a.outer, b.outer
    (pa2, qa2), (pb2, qb2) = a.inner, b.inner
    f1 = np.array([pa * qb, qa * pb])
    f2 = np.array([pa2 * qb2, qa2 * pb2])
    factor = 16 * pi**2 * (0.5 if a is b else 1.0)
    rule = "pr,qrt,pqt,r,t->"
    gaunt = factor * np.einsum(rule, f1, f2, k_gaunt, W_PAIR, W_T)
    gauge = -factor * np.einsum(rule, f1, f2, k_gauge, W_PAIR, W_T)
    rho1, rho2 = pa * pb + qa * qb, pa2 * pb2 + qa2 * qb2
    distance = factor * np.einsum("r,rt,t,r,t->", rho1, rho2, k_distance,
                                  W_PAIR * R_PAIR**2, W_T)
    return gaunt, gauge, distance


def all_pairs(orbitals):
    return [(a, b, *pair_terms(a, b))
            for i, a in enumerate(orbitals) for b in orbitals[i:]]


def tidy(value, digits):
    return f"{round(value, digits) + 0.0:.{digits}f}"


SHELLS = [("1s", -1, 0), ("2s", -1, 1), ("2p1/2", 1, 0), ("2p3/2", -2, 0),
          ("3s", -1, 2), ("3p1/2", 1, 1), ("3p3/2", -2, 1), ("4s", -1, 3),
          ("3d3/2", 2, 0), ("3d5/2", -3, 0), ("4p1/2", 1, 2), ("4p3/2", -2, 2)]

# A filled subshell carries no current, so direct Breit energies vanish.
for kappa in (-1, 1, -2, 2, -3):
    total = sum(current(kappa, m, kappa, m, COS).sum(0)
                for m in projections(kappa))
    assert np.max(abs(total)) < 1e-10

# Pure Coulomb field: exact levels, and 2s, 2p1/2 degenerate.
Z_TEST = 10
hydrogenic = add_pair_grids(solve_orbitals(SHELLS[:4], -Z_TEST / R))
for o, n in zip(hydrogenic, (1, 2, 2, 2)):
    k = abs(o.kappa)
    effective_n = n - k + sqrt(k**2 - (Z_TEST / C) ** 2)
    exact = C**2 * (1 / sqrt(1 + (Z_TEST / C / effective_n) ** 2) - 1)
    assert abs(o.energy / exact - 1) < 1e-5, (o.name, o.energy, exact)
deg_gaunt, deg_gauge, deg_distance = pair_terms(hydrogenic[1], hydrogenic[2])
assert deg_gaunt > 0 and abs(deg_gauge) < 1e-4 * deg_gaunt
assert abs(deg_distance) > 1e-3  # the zero is not due to the r12 integral

# Low nuclear charge: the 1s^2 Gaunt energy tends to Z^3/(4 C^2).
light = add_pair_grids(solve_orbitals(SHELLS[:1], -2 / R))[0]
assert abs(pair_terms(light, light)[0] / (2**3 / (4 * C**2)) - 1) < 2e-3

# Same subshell with made-up radial functions that solve no wave equation.
for kappa in (-1, 1, -2):
    made_up = SimpleNamespace(kappa=kappa)
    for label, r in (("outer", R_PAIR), ("inner", R_PAIR[:, None] * T)):
        setattr(made_up, label, (r**2 * np.exp(-3 * r),
                                 r**2 * np.exp(-2 * r) * np.cos(r)))
    g, s, _ = pair_terms(made_up, made_up)
    assert g > 0 and abs(s) < 1e-5 * g

# Neon.
neon = self_consistent_atom(10, SHELLS[:4])
mol = gto.M(atom="Ne", basis="aug-cc-pvtz", verbose=0)
reference = dft.RKS(mol)
reference.xc = "slater,"
reference.kernel()
assert reference.converged
for o, e in zip(neon, reference.mo_energy[[0, 1, 2, 2]]):
    # The reference is nonrelativistic and uses a finite basis.
    assert abs(o.energy - e) < 0.01 + 0.003 * abs(e), (o.name, o.energy, e)

neon_pairs = all_pairs(neon)
formula_values = []
for a, b, gaunt, gauge, distance in neon_pairs:
    formula = (a.energy - b.energy) ** 2 * distance / (2 * C**2)
    formula_values.append(formula)
    assert abs(gauge - formula) < 1e-3 * abs(formula) + 1e-7, (a.name, b.name)
    assert gaunt > 0 and -gauge < gaunt
    if a is b:
        assert abs(gauge) < 1e-5 * gaunt

# Positive form of minus the r12 integral, from the transition potential.
s1, s2 = neon[0], neon[1]
phi = coulomb_potential(s1.P * s2.P + s1.Q * s2.Q)
positive_form = 4 * np.sum(R**3 * phi**2) * STEP
assert abs(-pair_terms(s1, s2)[2] / positive_form - 1) < 1e-4

print("NEON, Dirac orbitals, local-density exchange")
for o in neon:
    print(f"orbital energy {o.name}: {o.energy * EV:.3f} eV")
print("pair | energy difference (eV) | Gaunt (meV)")
print("     | gauge direct (meV) | gauge formula (meV)")
for (a, b, gaunt, gauge, _), formula in zip(neon_pairs, formula_values):
    print(f"{a.name}-{b.name} | {tidy(abs(a.energy - b.energy) * EV, 3)} | "
          f"{tidy(gaunt * EV * 1e3, 3)} | {tidy(gauge * EV * 1e3, 3)} | "
          f"{tidy(formula * EV * 1e3, 3)}")

total_gaunt = sum(p[2] for p in neon_pairs)
total_gauge = sum(p[3] for p in neon_pairs)
core_valence = [p for p in neon_pairs if p[0] is neon[0] and p[1] is not neon[0]]
cv_gaunt = sum(p[2] for p in core_valence)
cv_gauge = sum(p[3] for p in core_valence)
assert cv_gauge / total_gauge > 0.9
for label, value in (("Gaunt", total_gaunt), ("gauge", total_gauge),
                     ("Breit", total_gaunt + total_gauge)):
    print(f"total {label}: {value * EV * 1e3:.2f} meV = {value:.6f} hartree")
print(f"1s-1s share of Gaunt: {100 * neon_pairs[0][2] / total_gaunt:.1f} %")
print(f"1s-L share of Gaunt: {100 * cv_gaunt / total_gaunt:.1f} %")
print(f"1s-L share of gauge: {100 * cv_gauge / total_gauge:.1f} %")
print(f"cancelled within 1s-L pairs: {-100 * cv_gauge / cv_gaunt:.1f} %")

# One pair evaluated with SI constants.
a, b, _, gauge, distance = neon_pairs[3]
k_ev_pm = const.e / (4 * pi * const.epsilon_0) * 1e12
hbar_c = const.hbar * const.c / const.e * 1e12
difference = (a.energy - b.energy) * EV
si_value = k_ev_pm * difference**2 * distance * BOHR_PM / (2 * hbar_c**2)
assert abs(si_value / (gauge * EV) - 1) < 2e-3
print(f"SI EXAMPLE, pair {a.name}-{b.name}")
print(f"e^2/(4 pi eps0): {k_ev_pm:.3f} eV pm")
print(f"hbar c: {hbar_c:.1f} eV pm")
print(f"summed r12 exchange integral: {distance * BOHR_PM:.5f} pm")
print(f"gauge energy from these: {si_value * 1e3:.3f} meV")

print(f"PURE COULOMB FIELD, Z = {Z_TEST}, pair 2s-2p1/2")
print(f"Gaunt: {deg_gaunt * EV * 1e3:.4f} meV")
print(f"gauge direct: {tidy(deg_gauge * EV * 1e3, 4)} meV")
print(f"summed r12 integral: {deg_distance * BOHR_PM:.3f} pm")

print("ATOMS: Gaunt (eV) | gauge (eV) | cancelled (%)")
print("  | same-subshell share of Gaunt (%)")
print("  | cancelled in different-subshell pairs (%)")
for symbol, charge, count in (("Be", 4, 2), ("Ne", 10, 4), ("Ar", 18, 7),
                              ("Kr", 36, 12)):
    pairs = neon_pairs if symbol == "Ne" else all_pairs(
        self_consistent_atom(charge, SHELLS[:count]))
    gaunt = sum(p[2] for p in pairs)
    gauge = sum(p[3] for p in pairs)
    same = sum(p[2] for p in pairs if p[0] is p[1])
    ratio = -gauge / gaunt
    if symbol == "Be":
        assert 0 < ratio < 0.05
    else:
        assert 0.05 < ratio < 0.15, (symbol, ratio)
    print(f"{symbol}: {gaunt * EV:.5f} | {gauge * EV:.5f} | "
          f"{100 * ratio:.2f} | {100 * same / gaunt:.1f} | "
          f"{-100 * gauge / (gaunt - same):.1f}")

print("verified")
```

Printed output:

```
NEON, Dirac orbitals, local-density exchange
orbital energy 1s: -823.831 eV
orbital energy 2s: -34.575 eV
orbital energy 2p1/2: -12.111 eV
orbital energy 2p3/2: -12.008 eV
pair | energy difference (eV) | Gaunt (meV)
     | gauge direct (meV) | gauge formula (meV)
1s-1s | 0.000 | 316.638 | 0.000 | 0.000
1s-2s | 789.255 | 32.581 | -3.245 | -3.245
1s-2p1/2 | 811.720 | 44.821 | -7.094 | -7.094
1s-2p3/2 | 811.823 | 49.380 | -14.123 | -14.123
2s-2s | 0.000 | 1.873 | 0.000 | 0.000
2s-2p1/2 | 22.465 | 2.958 | -0.191 | -0.191
2s-2p3/2 | 22.567 | 7.264 | -0.385 | -0.385
2p1/2-2p1/2 | 0.000 | 2.880 | 0.000 | 0.000
2p1/2-2p3/2 | 0.103 | 4.081 | 0.000 | 0.000
2p3/2-2p3/2 | 0.000 | 11.424 | 0.000 | 0.000
total Gaunt: 473.90 meV = 0.017415 hartree
total gauge: -25.04 meV = -0.000920 hartree
total Breit: 448.86 meV = 0.016495 hartree
1s-1s share of Gaunt: 66.8 %
1s-L share of Gaunt: 26.8 %
1s-L share of gauge: 97.7 %
cancelled within 1s-L pairs: 19.3 %
SI EXAMPLE, pair 1s-2p3/2
e^2/(4 pi eps0): 1439.965 eV pm
hbar c: 197327.0 eV pm
summed r12 exchange integral: -1.15894 pm
gauge energy from these: -14.123 meV
PURE COULOMB FIELD, Z = 10, pair 2s-2p1/2
Gaunt: 8.5289 meV
gauge direct: 0.0000 meV
summed r12 integral: -11.504 pm
ATOMS: Gaunt (eV) | gauge (eV) | cancelled (%)
  | same-subshell share of Gaunt (%)
  | cancelled in different-subshell pairs (%)
Be: 0.01851 | -0.00011 | 0.60 | 93.1 | 8.7
Ne: 0.47390 | -0.02504 | 5.28 | 70.2 | 17.7
Ar: 3.88864 | -0.30314 | 7.80 | 55.9 | 17.7
Kr: 42.89355 | -4.12922 | 9.63 | 45.5 | 17.7
verified
```
